\section*{Why a purely positive-energy Dirac state cannot have compact support}

\section*{Question}

A nonrelativistic wave function may vanish outside a ball. Can a free Dirac electron do the same if its state contains no negative-energy part? If it cannot, what forbids it, how fast may the density fall, and how much of a narrow box function ends up outside the box when its negative-energy part is removed?

\section*{Answer}

\subsection*{The mechanism: a square root that a compact function cannot contain}

Atomic units are used in the algebra, with electron mass 1. The free Hamiltonian and its energy function are
\begin{equation}
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2,\qquad
E(p)=c\sqrt{p^2+\kappa^2},\qquad \kappa=c ,
\end{equation}
with $\mathbf p=-i\nabla$ and $\beta=\mathrm{diag}(1,1,-1,-1)$. The length $1/\kappa=1/c$ bohr is the reduced Compton length. Since the $\alpha_i$ and $\beta$ anticommute and square to one, $H^2=E^2$. The projectors on positive and negative energy are therefore
\begin{equation}
\Lambda_\pm=\tfrac12\left(1\pm\frac{H}{E}\right)
=\tfrac12\left(1\pm\frac{\boldsymbol\alpha\cdot\mathbf p+\beta\kappa}{\sqrt{p^2+\kappa^2}}\right).
\label{proj}
\end{equation}

A positive-energy state satisfies $H(\mathbf p)\hat\psi(\mathbf p)=E(p)\hat\psi(\mathbf p)$ in momentum space. With upper pair $\hat\varphi$ and lower pair $\hat\eta$, the lower two rows read $c\,\boldsymbol\sigma\cdot\mathbf p\,\hat\varphi-c^2\hat\eta=E\hat\eta$, so
\begin{equation}
\hat\eta=\frac{c\,\boldsymbol\sigma\cdot\mathbf p}{E(p)+c^2}\,\hat\varphi .
\label{lower}
\end{equation}
The upper rows then hold as well, because $c^2p^2/(E+c^2)=E-c^2$. Any square-integrable upper pair is thus allowed, including one of compact support. The question is whether the lower pair can be compact too.

The Fourier transform of a compactly supported function is analytic for all complex momenta. The function $E(p)$ is not: it has branch points where $p^2=-\kappa^2$. Equation (\ref{lower}) asks one analytic function to be another multiplied by a factor that contains this square root. The argument below shows that this is impossible, and it also limits the rate of exponential decay.

Suppose that $\Lambda_+\psi=\psi$ and that $e^{\nu|\mathbf x|}\psi$ is square integrable for some $\nu>\kappa$. A compactly supported $\psi$ meets this condition for every $\nu$. For $|\mathrm{Im}\,\mathbf p|\le b<\nu$,
\begin{equation}
|e^{-i\mathbf p\cdot\mathbf x}\psi|\le e^{-(\nu-b)|\mathbf x|}\;e^{\nu|\mathbf x|}|\psi| .
\end{equation}
The right side is a product of two square-integrable functions and so is integrable. The Fourier integral converges and may be differentiated under the integral sign, which makes $\hat\psi$ analytic for $|\mathrm{Im}\,\mathbf p|<\nu$.

Now fix real $p_2,p_3$ so small that $w=\sqrt{\kappa^2+p_2^2+p_3^2}<\nu$. As a function of $p_1$,
\begin{equation}
E=c\sqrt{(p_1-iw)(p_1+iw)} .
\end{equation}
Start at a real $p_1$, move up to the neighbourhood of $iw$, go once around it, and return. The path can be kept inside the strip of analyticity. Both sides of $H\hat\psi=E\hat\psi$ can be continued along it, so the equality persists. On return, $H(\mathbf p)$, which is a polynomial, and $\hat\psi$, which is analytic in the strip, have their old values. The factor $p_1-iw$ has gained a phase $2\pi$ and $p_1+iw$ has gained none, so $E$ has become $-E$. At the same real momentum we therefore have
\begin{equation}
H\hat\psi=E\hat\psi\quad\text{and}\quad H\hat\psi=-E\hat\psi
\quad\Longrightarrow\quad 2E\hat\psi=0 .
\end{equation}
Since $E\ge c^2>0$, $\hat\psi$ vanishes for all real $p_1$ and all sufficiently small $p_2,p_3$. This is an open set, and an analytic function that vanishes on an open set of real momenta vanishes everywhere. Hence $\psi=0$.

A nonzero positive-energy state therefore cannot have compact support, nor can it decay in the above sense at a rate faster than $\kappa$. Physically, a circuit around the branch point turns the positive-energy condition into the negative-energy one, and a function localized too well cannot tell the two apart.

The mass sets the limiting rate but does not cause the obstruction. For $\kappa=0$ the same circuit, with $p_2,p_3$ small but not both zero, excludes every exponential rate $\nu>0$. The result refers to the free Hamiltonian: in an external potential the positive-energy space is a different one, and this proof does not cover it.

\subsection*{The formula: the projector in position space}

To see the tails, we need the kernel of $(p^2+\kappa^2)^{-1/2}$, called $G(r)$. The identity
\begin{equation}
\frac1{\sqrt A}=\frac2\pi\int_0^\infty\frac{ds}{A+s^2}
\end{equation}
with $A=p^2+\kappa^2$ reduces it to Yukawa kernels, because $1/(p^2+\mu^2)$ has the kernel $e^{-\mu r}/(4\pi r)$. Here $\mu=\sqrt{\kappa^2+s^2}$, and the substitution $s=\kappa\sinh u$ gives
\begin{equation}
G(r)=\frac1{2\pi^2r}\int_0^\infty e^{-r\sqrt{\kappa^2+s^2}}ds
=\frac{\kappa K_1(\kappa r)}{2\pi^2r}.
\end{equation}
The Macdonald functions are $K_n(z)=\int_0^\infty e^{-z\cosh u}\cosh(nu)\,du$. The slowest Yukawa term, $s=0$, sets the exponential rate $\kappa$.

Equation (\ref{proj}) also needs $\nabla G$. From the integral representation, $K_1'=-(K_0+K_2)/2$, and one integration by parts gives $K_2-K_0=2K_1/z$. Therefore
\begin{equation}
\frac{d}{dz}\frac{K_1}{z}=-\frac{K_0+K_2}{2z}-\frac{K_2-K_0}{2z}=-\frac{K_2}{z},
\end{equation}
so $-i\boldsymbol\alpha\cdot\nabla G=i\boldsymbol\alpha\cdot\hat{\mathbf r}\,\kappa^2K_2(\kappa r)/(2\pi^2r)$. The projector kernel is
\begin{equation}
\Lambda_+(\mathbf r)=\tfrac12\delta(\mathbf r)+\frac{\kappa^2}{4\pi^2r}
\left[\beta K_1(\kappa r)+i\boldsymbol\alpha\cdot\hat{\mathbf r}\,K_2(\kappa r)\right].
\end{equation}
The $K_2$ term is a principal value. Its singularity is odd in $\mathbf r$, so the small sphere cut out around the origin contributes no extra delta function.

For $\kappa r\gg1$ both functions approach $\sqrt{\pi/(2\kappa r)}\,e^{-\kappa r}$. For $\kappa r\ll1$, $K_2\approx2/(\kappa r)^2$, and the second term becomes $i\boldsymbol\alpha\cdot\hat{\mathbf r}/(2\pi^2r^3)$, which contains no length. The ratio of $K_2(z)$ to $2/z^2$ is 0.998 at $z=0.1$, 0.81 at $z=1$ and 0.0011 at $z=10$. The power law thus gives way to the exponential over a few reduced Compton lengths.

The kernel alone does not prove the exclusion, since tails from different source points could cancel. The branch-point argument shows that they never cancel completely outside a ball.

\subsection*{Projecting a box}

Take a ball-shaped box with one upper spin component,
\begin{equation}
\psi_0=N\theta(R-r)\binom{\chi}{0},\qquad N^2=\frac{3}{4\pi R^3},\qquad \chi^\dagger\chi=1 .
\end{equation}
Let $f$ be the convolution of $G$ with $\theta(R-r)$. In the angular integral use the distance $s$ between field and source points, for which $\sin\gamma\,d\gamma=s\,ds/(rr')$. Since $K_0'=-K_1$,
\begin{align}
f(r)&=\frac{2\pi}{r}\int_0^R r'dr'\int_{|r-r'|}^{r+r'}sG(s)\,ds\nonumber\\
&=\frac1{\pi r}\int_0^R r'\left[K_0(\kappa|r-r'|)-K_0(\kappa(r+r'))\right]dr'\nonumber\\
&=\frac{g(r)}{\pi r},\qquad g(r)=\int_{-R}^{R}t\,K_0(\kappa|r-t|)\,dt .
\label{f}
\end{align}
The last line sets $t=-r'$ in the second term. Equation (\ref{proj}) now gives
\begin{equation}
\Lambda_+\psi_0=\frac N2\binom{(\theta+\kappa f)\chi}{-if'\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi}.
\end{equation}
For $f'$, replace $\partial_r$ acting on $K_0$ by $-\partial_t$ and integrate by parts:
\begin{align}
g'&=\int_{-R}^{R}K_0(\kappa|r-t|)dt-R\left[K_0(\kappa|r-R|)+K_0(\kappa(r+R))\right],\nonumber\\
f'&=\frac{g'-g/r}{\pi r}.
\label{fp}
\end{align}
The lower part diverges logarithmically at the surface but remains square integrable.

The retained norm is $\langle\psi_0|\Lambda_+|\psi_0\rangle$. In $\psi_0$ the mean of $\beta$ is 1 and the $\boldsymbol\alpha$ term drops out. The transform of the ball is $4\pi R^2j_1(pR)/p$, with $j_1$ the spherical Bessel function, so with $y=pR$
\begin{equation}
\|\Lambda_+\psi_0\|^2=\frac12\left[1+\frac6\pi\int_0^\infty
\frac{\kappa R\,j_1(y)^2}{\sqrt{y^2+\kappa^2R^2}}\,dy\right].
\end{equation}
It tends to $1/2$ for a narrow box and to 1 for a wide one.

\paragraph{Far tail.} For $r\gg R$ and $\kappa r\gg1$, use $K_0(\kappa(r-t))\approx\sqrt{\pi/(2\kappa r)}\,e^{-\kappa r}e^{\kappa t}$. With $x=\kappa r$ and $a=\kappa R$, the $t$ integral gives
\begin{equation}
\kappa f\approx\frac1{\pi x}\sqrt{\frac{\pi}{2x}}\,e^{-x}\,2(a\cosh a-\sinh a).
\label{tail}
\end{equation}
The logarithmic derivative of $x^{-3/2}e^{-x}$ gives $-f'/(\kappa f)\approx1+3/(2x)$, so the upper and lower densities become equal and both fall as $e^{-2\kappa r}/r^3$. Thus $e^{\nu r}\Lambda_+\psi_0$ is square integrable for every $\nu<\kappa$, and the limiting rate $\kappa$ cannot be lowered.

\paragraph{Narrow box.} As $\kappa R\to0$, $K_0(z)\to-\ln z+\text{constant}$ at distances of order $R$. The constants cancel in $g$ and $g'$. With $\rho=r/R$ and $L=\ln[(1+\rho)/|1-\rho|]$, elementary integration gives $g'=R(2-\rho L)$ and $g=R^2[\rho+\tfrac12(1-\rho^2)L]$, hence
\begin{equation}
f'=\frac1{\pi\rho}\left[1-\frac{(1+\rho^2)L}{2\rho}\right].
\end{equation}
The upper part outside, $\kappa f$, vanishes in this limit. Dividing by the retained norm $1/2$, the fraction outside is $\frac32\int_1^\infty\rho^2f'^2d\rho=0.283$ by numerical quadrature, and the fraction beyond $2R$ is 0.013. Neither depends on the Compton length.

\paragraph{Wide box.} For $\kappa R\gg1$ the surface is locally flat. With $z=\kappa(r-R)>0$, the integrals reduce to $f'\approx-K_0(z)/\pi$ and $\kappa f\approx k(z)/\pi$, where $k(z)=\int_z^\infty K_0(v)\,dv$. The cosine transform
\begin{equation}
\int_{-\infty}^{\infty}K_0(|z|)e^{iqz}dz=\int_0^\infty\frac{2\cosh u\,du}{\cosh^2u+q^2}=\frac{\pi}{\sqrt{1+q^2}}
\end{equation}
gives $k(0)=\pi/2$ at $q=0$ and, by Parseval's theorem, $\int_0^\infty K_0^2dz=\pi^2/4$. Two integrations by parts, with $(zK_1)'=-zK_0$, give
\begin{equation}
\int_0^\infty k^2dz=2\int_0^\infty zK_0k\,dz=2\left[\frac\pi2-\int_0^\infty zK_0K_1dz\right]=\pi-\frac{\pi^2}4,
\end{equation}
where the last integral is $\frac12\int K_0^2dz=\pi^2/8$. The two densities add up to $\pi$, and the retained norm tends to 1. The fraction outside is therefore
\begin{equation}
\frac{N^2}{4}\,\frac{4\pi R^2}{\kappa}\,\frac{\pi}{\pi^2}=\frac{3}{4\pi\kappa R}.
\label{wide}
\end{equation}

\subsection*{The number: a box narrower than the Compton length}

The reduced Compton length is $0.003862$ angstrom ($0.007297$ bohr). A round radius $R=0.001$ angstrom gives $\kappa R=0.001/0.003862=0.259$. Two wider boxes are included for comparison. The integrals were evaluated by Gauss--Legendre quadrature, and the fractions refer to the retained norm.

\begin{center}
\begin{tabular}{ccccc}
$R$ (angstrom) & $\kappa R$ & retained norm & outside $R$ & beyond $R+1/\kappa$\\
0.001 & 0.259 & 0.560 & 0.248 & $3.2\times10^{-4}$\\
0.01 & 2.59 & 0.833 & 0.089 & $2.3\times10^{-3}$\\
0.1 & 25.9 & 0.982 & 0.0093 & $3.2\times10^{-4}$
\end{tabular}
\end{center}

Projection removes 44\% of the norm of the narrow box, and a quarter of what remains lies outside. Only 0.0098 lies beyond $2R$, which is $0.0098/0.248=4\%$ of the outside weight. Most of the leakage is therefore on the scale of the box, as the $r^{-3}$ kernel implies, and not spread over a Compton length. For the widest box, equation (\ref{wide}) gives $3/(4\pi\times25.9)=0.0092$, against the computed 0.0093.

The exponential appears farther out. For the narrow box at $r=0.002$ angstrom the lower density is $3.4\times10^5$ and the upper $1.6\times10^4$ per cubic angstrom. At 0.04 angstrom, where $x=10.4$, they are $3.0\times10^{-9}$ and $2.2\times10^{-9}$. The amplitude ratio there is 1.148, close to $1+3/(2x)=1.145$. Between 0.02 and 0.04 angstrom the upper density falls by a factor $3.7\times10^{-6}$; the leading law $e^{-2\kappa r}/r^3$ gives $e^{-10.36}/8=4.0\times10^{-6}$.

\subsection*{Is the Compton length a minimum size?}

Within the free one-particle theory it is not. Give the box a carrier momentum, $\psi_k=N\theta(R-r)e^{i\mathbf k\cdot\mathbf x}u$, with a unit spinor obeying $H(\mathbf k)u=E(k)u$. Outside the ball $\Lambda_+\psi_k+\Lambda_-\psi_k=0$, so the outside weight of $\Lambda_+\psi_k$ is at most $n_-=\|\Lambda_-\psi_k\|^2$. The anticommutators $\{\alpha_i,H\}=2cp_i$ and $\{\beta,H\}=2c^2$ give $u^\dagger\boldsymbol\alpha u=c\mathbf k/E(k)$ and $u^\dagger\beta u=c^2/E(k)$. Hence
\begin{equation}
n_-=\frac12\left[1-\left\langle\frac{\mathbf p\cdot\mathbf k+\kappa^2}
{\sqrt{p^2+\kappa^2}\sqrt{k^2+\kappa^2}}\right\rangle\right],\qquad \mathbf p=\mathbf k+\mathbf q,
\end{equation}
where $\mathbf q$ has the momentum distribution of the box at rest. For each fixed $\mathbf q$ the quotient tends to 1 as $k\to\infty$, and its magnitude never exceeds 1, so $n_-\to0$.

After normalization, the outside fraction is at most $n_-/(1-n_-)$. For $R=0.001$ angstrom this bound is 0.51 at $kR=1$, 0.050 at $kR=10$ and 0.0048 at $kR=100$. The carrier energies $E(k)$ are $2.0\times10^6$, $2.0\times10^7$ and $2.0\times10^8$ eV, compared with a rest energy of $5.11\times10^5$ eV. They are not mean energies: the sharp edge gives a momentum weight falling as $y^{-2}$, so the mean of $|H|$ diverges logarithmically, although the bounded projector still acts without difficulty.

A positive-energy state can thus be concentrated in any chosen ball as nearly completely as desired by making the carrier momentum high enough. The weight outside can be made arbitrarily small, but the branch point of $E(p)$ keeps it from being zero. This is a statement about states of the free one-particle Hamiltonian at one instant. The carrier energies above exceed the gap $2mc^2=1.02\times10^6$ eV, so confining a real electron this tightly with a potential, where pair creation can enter, is a different question that this argument does not cover.
